# Summing the leading logarithms at an X-ray absorption edge

An X-ray photon lifts an electron out of a deep core level of a metal into the conduction band. The core hole left behind attracts the conduction electrons, and perturbation theory in this attraction produces logarithms that grow as the photon energy approaches the threshold. The problem is to sum the largest logarithm of each order.

**Model and conventions.** Hartree atomic units are used, with $\hbar=1$. The conduction electrons do not interact with each other, have one channel (no spin) and are at zero temperature, with the Fermi energy at zero. The core hole is infinitely heavy, has no internal structure and does not decay. The operator $\psi$ removes an electron from a normalized local orbital at the hole site. The Hamiltonian is $H_0$ without the hole and

$$H_U=H_0-U\psi^\dagger\psi$$

with it, apart from the constant energy of the hole; $U>0$ is attraction. The local density of states is $\rho\,e^{-|\varepsilon|a}$, so $\xi=1/a$ is the band cutoff. The dimensionless coupling is $g=\rho U$.

The photon creates the hole and puts an electron into the local orbital. With $|0\rangle$ the ground state of $H_0$ and $|f\rangle$ the eigenstates of $H_U$ with one more electron, the golden rule gives, apart from a constant optical matrix element,

$$A(\Omega)=\sum_f|\langle f|\psi^\dagger|0\rangle|^2\,\delta(\Omega-E_f+E_{\min}).$$

Here $E_{\min}$ is the lowest $E_f$, so $\Omega$ is the photon energy above the true threshold. The Laplace transform of $A$ is

$$F(T)=\int_0^\infty A(\Omega)e^{-\Omega T}d\Omega=\langle0|\psi\,e^{-(H_U-E_{\min})T}\psi^\dagger|0\rangle .$$

Small $\Omega$ corresponds to large imaginary time $T$. Leading-logarithmic accuracy means $g\ll1$ with $g\ln(T/a)$ held fixed: terms $g^n\ln^n(T/a)$ are kept, and terms with fewer logarithms than powers of $g$ are dropped.

## (a) The free electron at the hole site

**Find the time-ordered propagator $D(\tau)=\langle \mathcal T\psi(\tau)\psi^\dagger(0)\rangle$ for $U=0$.**

**Solution.** In imaginary time $\psi(\tau)=e^{H_0\tau}\psi e^{-H_0\tau}$, so a component of energy $\varepsilon$ carries $e^{-\varepsilon\tau}$. For $\tau>0$ the electron must enter an empty state:

$$D(\tau)=\int_0^\infty\rho\,e^{-\varepsilon a}e^{-\varepsilon\tau}d\varepsilon=\frac{\rho}{\tau+a}.$$

For $\tau<0$, time ordering exchanges two fermion operators and gives a minus sign. Only filled states contribute, and there $\varepsilon\tau=|\varepsilon||\tau|$:

$$D(\tau)=-\int_{-\infty}^0\rho\,e^{-|\varepsilon|(a+|\tau|)}d\varepsilon=-\frac{\rho}{|\tau|+a}.$$

Both cases together are

$$D(\tau)=\frac{\rho\,\mathrm{sgn}(\tau)}{|\tau|+a}.$$

The slow $1/\tau$ decay comes from the sharp Fermi edge and is the source of the logarithms. The negative-time branch describes the Fermi sea.

## (b) Switching on the hole

**Express the response through $D$, and find the equation obeyed by the added electron's line.**

**Solution.** In the interaction picture

$$e^{-H_UT}=e^{-H_0T}\,\mathcal T\exp\Big[U\int_0^T\psi^\dagger(\tau)\psi(\tau)d\tau\Big].$$

The exponent is positive because $-H_U$ contains $+U\psi^\dagger\psi$. Up to an exponential in $T$, which only sets the threshold energy, the response is

$$\Big\langle\mathcal T\,\psi(T)\psi^\dagger(0)\exp\Big[U\int_0^T\psi^\dagger\psi\,d\tau\Big]\Big\rangle.$$

Wick's theorem connects $\psi^\dagger(0)$ to $\psi(T)$ by a chain of propagators through some of the vertices. The other vertices form closed loops. If $m$ of $n$ vertices lie on the chain, the factor $1/n!$ times the $\binom nm$ choices equals $1/[m!(n-m)!]$. The sums over chain and loops therefore separate:

$$\text{response}=\varphi(T)\,e^{C(T)},$$

where $C$ is the sum of connected loops. The $m!$ orders in which the chain can visit its vertices cancel $1/m!$. In the chain each $\psi$ stands next to the $\psi^\dagger$ it is paired with, so no minus sign arises:

$$\varphi(T)=D(T)+U\int_0^T D(T-\tau)D(\tau)d\tau+\dots$$

This is the iteration, taken at $\tau=T$, of

$$\varphi(\tau)=D(\tau)+U\int_0^T D(\tau-\tau')\varphi(\tau')d\tau'.$$

The integral covers the whole life of the hole, including $\tau'>\tau$. The line may run backwards in time, which means that the hole also scatters electrons of the Fermi sea.

## (c) First and second order

**Find the leading logarithms of $T\varphi(T)/\rho$ through order $g^2$. Separate the second order by the time order of the vertices.**

**Solution.** Let $\Lambda=\ln(T/a)$. At this accuracy $D(\tau)$ may be replaced by $\rho/\tau$, with intervals shorter than $a$ cut out. The first order is

$$gT\int\frac{d\tau}{(T-\tau)\tau}=g\int\Big[\frac1\tau+\frac1{T-\tau}\Big]d\tau=2g\Lambda .$$

One logarithm comes from each end of the hole's life.

In second order the line goes from $0$ to $\tau_2$, then to $\tau_1$, then to $T$. If $\tau_2<\tau_1$, it runs forward throughout. This is the ladder diagram. Its inner integral has the same form as the first order:

$$\int_0^{\tau_1}\frac{d\tau_2}{(\tau_1-\tau_2)\tau_2}=\frac{2}{\tau_1}\ln\frac{\tau_1}{a}.$$

The outer integral then gives

$$g^2\int2\ln\frac{\tau_1}{a}\Big[\frac1{\tau_1}+\frac1{T-\tau_1}\Big]d\tau_1=g^2(\Lambda^2+2\Lambda^2)=3g^2\Lambda^2 .$$

In the last term $\tau_1$ is close to $T$, so $\ln(\tau_1/a)$ may be replaced by $\Lambda$.

If $\tau_1<\tau_2$, the middle propagator runs backwards and is negative. This is the crossed diagram. Its inner integral is

$$\int_{\tau_1}^T\frac{d\tau_2}{(\tau_2-\tau_1)\tau_2}=\frac1{\tau_1}\int_{\tau_1}^T\Big[\frac1{\tau_2-\tau_1}-\frac1{\tau_2}\Big]d\tau_2=\frac1{\tau_1}\ln\frac{\tau_1(T-\tau_1)}{aT}.$$

The outer integral is

$$-g^2\int\Big[\frac1{\tau_1}+\frac1{T-\tau_1}\Big]\ln\frac{\tau_1(T-\tau_1)}{aT}\,d\tau_1 .$$

The integrand is symmetric about $T/2$. Each end contributes $\int(d\tau_1/\tau_1)\ln(\tau_1/a)=\Lambda^2/2$, so the crossed part is $-g^2\Lambda^2$. Altogether

$$\frac{T\varphi(T)}{\rho}=1+2g\Lambda+(3-1)g^2\Lambda^2+\dots$$

The crossed diagram has as many logarithms as the ladder and cannot be dropped. Separate quadratures of the two parts give coefficients $2.9985$ and $-1.0001$.

## (d) What the ladder alone would give

**Sum the ladder diagrams and find the absorption they predict.**

**Solution.** With forward propagation only, each order is a convolution, which the Laplace transform turns into a product. The transform of $D$ is

$$B(z)=\int_0^\infty e^{-zT}\frac{\rho}{T+a}dT=\int_0^\infty\frac{\rho\,e^{-\varepsilon a}}{\varepsilon+z}d\varepsilon ,$$

and the ladder series is geometric:

$$\varphi_{\rm lad}(z)=B+UB^2+U^2B^3+\dots=\frac{B(z)}{1-UB(z)}.$$

A spectrum $A$ has the transform $\int A(\Omega')/(\Omega'+z)\,d\Omega'$, so $A(\Omega)=-\mathrm{Im}\,\varphi_{\rm lad}(-\Omega+i0)/\pi$. Let $L=\ln(\xi/\Omega)$. For $\Omega\ll\xi$, and up to constants beside the logarithm, $B(-\Omega+i0)=\rho(L-i\pi)$. Since $\mathrm{Im}[B/(1-UB)]=\mathrm{Im}B/|1-UB|^2$,

$$A_{\rm lad}=\frac{\rho}{(1-gL)^2+\pi^2g^2}\;\to\;\frac{\rho}{(1-gL)^2}=\rho\sum_n(n+1)(gL)^n .$$

The arrow drops $\pi^2g^2$, which carries no logarithm. To compare with (c), note that a term $\rho L^n$ in $A$ has the Laplace transform $\int\rho\ln^n(\xi/\Omega)e^{-\Omega T}d\Omega=(\rho/T)\int(\Lambda-\ln x)^ne^{-x}dx$ with $x=\Omega T$, whose leading logarithm is $\rho\Lambda^n/T$. The coefficients of $L^n$ in $A/\rho$ and of $\Lambda^n$ in $T\varphi/\rho$ are therefore the same, and $1,2,3$ agree with the ladder part of (c).

The ladder also has a pole where $UB(z)=1$. For small $za$ the integral is $B\simeq\rho[-\ln(za)-\gamma]$, with $\gamma$ Euler's constant, so the pole lies at $z\simeq\xi e^{-\gamma-1/g}$. It would be a bound state below the edge. It arises because the ladder leaves out the scattering of the Fermi sea, and part (e) shows what replaces it.

## (e) All orders of the open line

**Find $\varphi(T)$ with every leading logarithm included.**

**Solution.** Write $\varphi(\tau)=\rho\,u(\tau)/\tau$ and use the partial fractions

$$\frac1{(\tau-\tau')\tau'}=\frac1\tau\Big[\frac1{\tau'}+\frac1{\tau-\tau'}\Big].$$

Multiplying the integral equation of (b) by $\tau/\rho$ gives

$$u(\tau)=1+g\int_0^T u(\tau')\Big[\frac1{\tau'}+\frac1{\tau-\tau'}\Big]d\tau',$$

with $\tau'$ and $|\tau-\tau'|$ cut off at $a$. The function $u$ varies slowly: when its argument, measured from the nearer end, changes by a factor of two, $u$ changes by a relative amount of order $g$. The solution below confirms this.

*Near the start*, $a\ll\tau\ll T$. The bracket equals $\tau/[\tau'(\tau-\tau')]$.

- For $\tau'\ll\tau$ it is $1/\tau'$, which gives a logarithm.
- For $\tau'\gg\tau$ it is $-\tau/\tau'^2$, which gives none.
- For $\tau'$ close to $\tau$ the singular part is odd about $\tau$ and cancels.

Hence

$$u(\tau)=1+g\int_a^\tau u(\tau')\frac{d\tau'}{\tau'},\qquad \frac{du}{d\ln\tau}=gu,\qquad u(a)=1,$$

with the solution $u=(\tau/a)^g$.

*Near the end*, put $s=T-\tau\ll T$ and $r=T-\tau'$, so that $\tau-\tau'=r-s$. The term $1/\tau'$ collects its logarithm from the early times already solved:

$$1+g\int_a^T\Big(\frac{\tau'}a\Big)^g\frac{d\tau'}{\tau'}=\Big(\frac Ta\Big)^g .$$

The term $1/(r-s)$ gives $1/r$ for $r\gg s$, no logarithm for $r\ll s$, and cancels around $r=s$. With $v(s)=u(T-s)$,

$$v(s)=\Big(\frac Ta\Big)^g+g\int_s^T v(r)\frac{dr}r .$$

Differentiation gives $dv/d\ln s=-gv$. At $s=T$ the integral vanishes and $v=(T/a)^g$. Therefore

$$v(s)=\Big(\frac Ta\Big)^g\Big(\frac Ts\Big)^g .$$

At the end point $\tau=T$ the cutoff $a$ takes the place of $s$:

$$\varphi(T)=\frac\rho T\Big(\frac Ta\Big)^{2g}=\frac\rho T\sum_{n=0}^\infty\frac{(2g\Lambda)^n}{n!}.$$

The series exponentiates. The factor two in the exponent has a direct meaning: one power $g$ builds up after the hole appears, and another before the line reaches its final time.

This can be compared with a calculation that uses no diagrams, in which the response is computed from Slater determinants and divided by the same quantity without the added electron (the factor $e^{C}$). The ratio, which is $\varphi$, is then expanded in $g$. The coefficients of $\Lambda$, $\Lambda^2$ and $\Lambda^3$ come out as $2.0001$, $1.9984$ and $1.3382$, against $2$, $2$ and $4/3$. A direct solution of the integral equation at $g=0.05$ and $T=800a$ gives end exponents of $0.0524$ (start) and $0.0498$ (end). Both are slopes of $\ln[(\tau+a)\varphi(\tau)]$ against $\ln[\tau/(T-\tau)]$ between the midpoint and a point $50a$ from an end; the factor $\tau+a$, used here in place of the $\tau$ in the definition of $u$, divides out the free propagator exactly. They lie 5% above and less than 1% below the predicted value $g=0.05$.

## (f) The closed loops

**Do the closed loops change the leading logarithms?**

**Solution.** The one-vertex loop is proportional to $T$ and shifts the threshold. The two-vertex loop contains $-D(\tau-\tau')D(\tau'-\tau)=\rho^2/(|\tau-\tau'|+a)^2$, where the minus sign belongs to a closed fermion loop. With the factor $1/2!$, and with $s=|\tau-\tau'|$ occurring in two orders,

$$C_2=g^2\int_0^T\frac{T-s}{(s+a)^2}ds .$$

Writing $T-s=(T+a)-(s+a)$ gives

$$C_2=g^2\Big[(T+a)\Big(\frac1a-\frac1{T+a}\Big)-\ln\frac{T+a}a\Big]=g^2\Big[\frac Ta-\ln\Big(1+\frac Ta\Big)\Big].$$

The linear term lowers the threshold by $g^2/a$ and is removed by the definition of $\Omega$. The remainder has one logarithm for two powers of $g$, so it is subleading.

A larger loop is obtained by inserting vertices into the two propagators of this one. For well-separated times an insertion gives

$$\int_0^T\frac{d\tau''}{(\tau-\tau'')(\tau''-\tau')}=\frac1{\tau-\tau'}\ln\frac{\tau(T-\tau')}{\tau'(T-\tau)},$$

which is the old propagator times one logarithm. A loop with $n$ vertices has $n-2$ insertions, each adding at most one logarithm. The two remaining integrations, over a kernel $1/(\tau-\tau')^2$, add one more, as in $C_2$. Besides terms linear in $T$, the loop thus contains at most $g^n\Lambda^{n-1}$. At leading-logarithmic accuracy $e^{C}$ contributes only the threshold shift, and $F(T)=\varphi(T)$.

Physically, the loops measure how the overlap between the Fermi seas with and without the hole decays. This reduces the absorption, but at order $g^2$ in the exponent.

## (g) The absorption edge

**Find $A(\Omega)$ near threshold.**

**Solution.** For $2g<1$,

$$\int_0^\infty\Omega^{-2g}e^{-\Omega T}d\Omega=\Gamma(1-2g)\,T^{2g-1}.$$

Comparison with $F(T)=\rho\,a^{-2g}T^{2g-1}$ gives $A=\rho(\xi/\Omega)^{2g}/\Gamma(1-2g)$. The Gamma function is $1+O(g)$ and carries no logarithm, so it lies beyond the accuracy of the sum. The result is

$$A(\Omega)=\rho\sum_{n=0}^\infty\frac{(2gL)^n}{n!}=\rho\Big(\frac\xi\Omega\Big)^{2g},\qquad L=\ln\frac\xi\Omega .$$

In this one-channel model attraction makes the edge diverge with an exponent of magnitude $2g$, twice the dimensionless coupling. In a real metal the hole is screened by both spins and several angular-momentum channels, and the loop factors of all of them multiply, while the open line belongs to the absorbing channel only. The edge of a weakly scattering channel can then be suppressed even though the hole attracts. For $g=0$ the step of height $\rho$ returns. For weak repulsion, $g<0$, the same steps hold and the absorption vanishes at threshold. The formula needs $\Omega\ll\xi$; otherwise no large logarithm singles out these terms.

## (h) Numbers and limits of validity

**Evaluate the enhancement $A/\rho$ for $\xi=0.2$, $g=0.1$ and $\Omega=0.001$, with energies in hartree. Compare it with the ladder, and judge the exponent.**

**Solution.** These are round model parameters. In electronvolts, $\xi=5.44$ eV and $\Omega=0.0272$ eV. The local orbital is normalized, so $\int\rho\,e^{-|\varepsilon|a}d\varepsilon=2\rho\xi=1$. Hence $\rho=1/(2\times0.2)=2.5$ per hartree and $U=g/\rho=0.04$ hartree. The logarithm is $L=\ln200=5.298$, so $2gL=1.060$. The series is

$$1+1.060+0.561+0.198+0.053+0.011+0.002=2.885,$$

and the closed form gives $200^{0.2}=2.885$. The leading-logarithmic ladder gives $1/(1-0.5298)^2=4.52$, which is 57% above the full leading-logarithmic value. This compares two leading-logarithmic forms only: at $g=0.1$ the dropped term $\pi^2g^2=0.099$ is not small beside $(1-gL)^2=0.221$, and the constant $-\gamma$ beside the logarithm is not negligible either. With the exact $B$, whose real part here is $4.69\rho$ instead of $5.30\rho$, the ladder value is $2.62$, below $2.885$.

The figure $2.885$ shows that the series has converged, not that the absorption is known to four digits. The omitted factor $\Gamma(1-2g)=1.16$ alone would lower it by about 14%, and the combined effect of all corrections is given at the end of this part.

The false bound state of the ladder lies $5.1\times10^{-6}$ hartree ($1.4\times10^{-4}$ eV) below the edge and would dominate the response at times beyond its inverse binding energy, $3.9\times10^4a$. An isolated level at the threshold would make $F(T)$ approach a constant. The determinant calculation instead finds $F$ still falling between $1.6\times10^5a$ and $4.4\times10^5a$, with logarithmic slope $-(1-\alpha)$ and $\alpha=0.184$.

This $\alpha$ is the numerical edge exponent, $A\propto\Omega^{-\alpha}$, and it measures the error of $2g$:

| $g$ | $2g$ | numerical $\alpha$ | loop part |
|---|---|---|---|
| 0.02 | 0.04 | 0.0396 | 0.0004 |
| 0.05 | 0.10 | 0.0967 | 0.0025 |
| 0.10 | 0.20 | 0.1844 | 0.0094 |

The last column is the amount by which the closed loops reduce the exponent; it is close to the $g^2$ of part (f). At $g=0.1$ the leading value $2g$ is 8% above the numerical one. The numerical exponents agree within $2\times10^{-4}$ with $2\delta/\pi-(\delta/\pi)^2$, where $\tan\delta=\pi g$ and $\delta$ is the phase shift at the Fermi energy. That formula is used here as a comparison and has not been derived.

The difference between $\alpha$ and $2g$ is of order $g^2$, so the leading-logarithmic absorption is wrong by a factor $e^{O(g^2L)}$, in addition to prefactor corrections $1+O(g)$ such as the Gamma function. These errors vanish as $g\to0$ with $g^2L\ll1$, even when $gL$ is of order one, but they are sizeable at moderate $g$. At $g=0.1$ the determinant response at long times is $F\approx0.98\,(\rho/T)(T/a)^{\alpha}$, which gives $A/\rho\approx0.98\times200^{\alpha}/\Gamma(1-\alpha)\approx2.27$ in the example, so $2.885$ is about 27% too high. At the same $L$ the excess is about 9% for $g=0.05$ and 3% for $g=0.02$. Closer to the edge the order-$g^2$ part of the exponent matters, and $2g$ must be replaced by the corrected exponent. The numerical check at $g=0.1$ reaches only $g^2\ln(T/a)\approx0.13$. A real core hole also decays, which limits the useful times $T$ to its lifetime; the logarithm then stops growing, and the divergence is rounded once $\Omega$ falls below the inverse lifetime. Temperature rounds it likewise once $\Omega$ is comparable to $k_BT$. The example's $\Omega=0.0272$ eV is about $k_BT$ at 300 K ($0.0259$ eV), and a Lorentzian level width of $0.05$ eV would lower $2.885$ to about $2.1$, so the example applies only at low temperature and for a long-lived hole.

## Computed values

```
Leading-log coefficients of the open line, determinants:
 order 1: 2.0001; 2^n/n! = 2.0000
 order 2: 1.9984; 2^n/n! = 2.0000
 order 3: 1.3382; 2^n/n! = 1.3333
Second order, ladder part: 2.9985
Second order, crossed part: -1.0001
Integral equation: g = 0.05, T/a = 800
 exponent from start of line: 0.0524
 exponent from end of line: 0.0498
 line, integral equation / determinants: 0.99931
Exponents between T/a = 1.628e+05 and 4.424e+05
 g     2g    many-electron  phase-shift  loop part
 0.02  0.04  0.03955        0.03955      0.00040
 0.05  0.10  0.09674        0.09673      0.00246
 0.10  0.20  0.18441        0.18440      0.00939
Worked example
 coupling g: 0.10
 cutoff xi: 0.200 hartree = 5.442 eV
 density of states rho: 2.500 per hartree
 attraction U: 0.040 hartree
 energy above edge Omega: 0.0010 hartree = 0.0272 eV
 logarithm L: 5.2983
 2gL: 1.0597
 order 0: term 1.00000, sum 1.00000
 order 1: term 1.05966, sum 2.05966
 order 2: term 0.56144, sum 2.62111
 order 3: term 0.19831, sum 2.81942
 order 4: term 0.05254, sum 2.87196
 order 5: term 0.01113, sum 2.88309
 order 6: term 0.00197, sum 2.88506
 power-law enhancement A/rho: 2.88540
 leading-log ladder enhancement: 4.52370
 Gamma(1-2g), beyond leading logs: 1.16423
 false ladder binding: 5.0995e-06 hartree
 false ladder binding: 1.3876e-04 eV
 its time scale / a: 3.9220e+04
```
